# Acoustic Deformation-Potential Scattering and the Temperature Dependence of Mobility, part 2

An electron of charge \(-e\) (\(e>0\)) in the band \(E=\hbar^2k^2/2m\), with speed \(w=\hbar k/m\), is scattered by thermal longitudinal sound waves. The crystal is an isotropic elastic continuum of volume \(V\), mass density \(\rho\) and sound speed \(v\), at temperature \(T\). The deformation potential \(D\) is the band-edge shift per unit dilation. The problem is to find the mobility and its temperature dependence. Parts (a) to (e) gave the results below; part (f), on the mobility, begins here.

**(a), (b)** Phonons of wavevector \(\mathbf q\) have \(\omega=vq\) and Bose occupation \(N_q\). The squared matrix elements are

\[
|M_{\rm abs}|^2=\frac{D^2\hbar q^2}{2\rho V\omega}N_q,\qquad
|M_{\rm em}|^2=\frac{D^2\hbar q^2}{2\rho V\omega}(N_q+1).
\]

For small \(z=\hbar\omega/k_BT\), \(N_q=1/z-\tfrac12+z/12+\dots\)

**(c)** Let \(\alpha\) be the angle between \(\mathbf k\) and \(\mathbf q\). With the upper sign for absorption and the lower for emission, \(\mathbf k'=\mathbf k\pm\mathbf q\) and

\[
\frac{\hbar^2}{2m}\left(k^2\pm2kq\cos\alpha+q^2\right)=\frac{\hbar^2k^2}{2m}\pm\hbar vq .
\]

With \(s=mv/\hbar\), \(q\) runs up to \(2k+2s\) for absorption and \(2k-2s\) for emission. The elastic, classical limit requires small \(\varepsilon=mv^2/(2k_BT)\).

**(d)** In that limit, with \(g(E)\) the density of states for one spin per energy and volume,

\[
\frac1{\tau(E)}=\frac{2\pi}\hbar\,\frac{D^2k_BT}{\rho v^2}\,g(E)
=\frac{\sqrt2\,m^{3/2}D^2k_BT\sqrt E}{\pi\hbar^4\rho v^2}.
\]

**(e)** A steady field \(F\) along \(z\) changes the occupation from \(f_0\propto e^{-E/k_BT}\) to \(f_0+f_1\). Let \(W(\mathbf k,\mathbf k')\) be the rate from \(\mathbf k\) to \(\mathbf k'\), \(\Theta\) the angle between them, and \(\theta\) the angle of \(\mathbf k\) from the \(z\) axis. The linearized Boltzmann equation is

\[
-\frac{eF}\hbar\frac{\partial f_0}{\partial k_z}=\sum_{\mathbf k'}\left[W(\mathbf k',\mathbf k)f_1(\mathbf k')-W(\mathbf k,\mathbf k')f_1(\mathbf k)\right],
\]

where the left side equals \(eFw_zf_0/k_BT\). For elastic scattering \(W\) is symmetric and the same for all directions, and the solution is

\[
f_1=-\frac{eF\tau(E)w_z}{k_BT}f_0 .
\]

**Find the mobility of a nondegenerate gas. Trace each power of temperature to its cause.**

Angle brackets denote an average over the Maxwell–Boltzmann distribution, with weight \(\sqrt E\,e^{-E/k_BT}\) in energy. The drift velocity is

\[
\langle w_z\rangle_F=\frac{\sum_{\mathbf k}w_zf_1}{\sum_{\mathbf k}f_0}=-\frac{eF}{k_BT}\langle w_z^2\tau\rangle .
\]

It is opposite to the field, as it should be for a negative charge. The mobility \(\mu\) is the magnitude of the drift velocity divided by \(F\). By isotropy \(w_z^2\) may be replaced by \(w^2/3=2E/(3m)\), and \(\langle E\rangle=\tfrac32k_BT\), so

\[
\mu=\frac{2e}{3mk_BT}\langle E\tau\rangle=\frac em\,\frac{\langle E\tau\rangle}{\langle E\rangle}.
\]

Let \(x=E/k_BT\), and let \(\tau_T\) be the value of \(\tau\) at \(E=k_BT\). Then \(\tau=\tau_Tx^{-1/2}\), and

\[
\frac{\langle E\tau\rangle}{\langle E\rangle}
=\tau_T\frac{\int_0^\infty x\,e^{-x}dx}{\int_0^\infty x^{3/2}e^{-x}dx}
=\tau_T\frac{\Gamma(2)}{\Gamma(5/2)}=\frac{4}{3\sqrt\pi}\tau_T ,
\]

because \(\Gamma(2)=1\) and \(\Gamma(5/2)=\tfrac32\cdot\tfrac12\sqrt\pi\). Setting \(E=k_BT\) in the rate gives

\[
\tau_T=\frac{\pi\hbar^4\rho v^2}{\sqrt2\,m^{3/2}D^2(k_BT)^{3/2}} .
\]

The numerical factors combine to \(4\pi/(3\sqrt\pi\sqrt2)=2\sqrt{2\pi}/3\), and

\[
\boxed{\mu=\frac{2\sqrt{2\pi}\,e\hbar^4\rho v^2}{3\,m^{5/2}D^2(k_BT)^{3/2}}\ \propto\ T^{-3/2}}
\]

The proportionality requires \(m\), \(D\), \(\rho\) and \(v\) to be independent of temperature. One power of \(1/T\) comes from the mean square strain. The remaining \(T^{-1/2}\) comes from the density of final states, which grows as \(\sqrt E\) while the typical energy grows as \(T\).

The mean free path gives a second view. With \(w=\sqrt{2E/m}\),

\[
\ell=w\tau=\sqrt{\frac{2E}m}\,\frac{\pi\hbar^4\rho v^2}{\sqrt2\,m^{3/2}D^2k_BT\sqrt E}
=\frac{\pi\hbar^4\rho v^2}{m^2D^2k_BT}.
\]

The energy has cancelled, so in the elastic limit slow and fast electrons travel equally far between collisions. The mobility is then

\[
\mu=\frac e{3k_BT}\langle w^2\tau\rangle=\frac{e\ell\langle w\rangle}{3k_BT}.
\]

The mean speed follows from \(\langle\sqrt x\rangle=\Gamma(2)/\Gamma(3/2)=2/\sqrt\pi\), which gives \(\langle w\rangle=\sqrt{8k_BT/\pi m}\). The three temperature factors are \(T^{-1}\) from \(\ell\), \(T^{1/2}\) from \(\langle w\rangle\), and \(T^{-1}\) from the explicit denominator. Their product is again \(T^{-3/2}\).

### (g) A numerical case

**Take \(m=0.30\) electron masses, \(D=8.0\) eV, \(\rho=2500\) kg/m³, \(v=8000\) m/s and \(T=300\) K. Find the rate, the mean free path and the mobility, and check the assumptions.**

These are round model parameters and do not describe a particular material. The elastic constant is \(\rho v^2=2500\times8000^2\) Pa \(=160\) GPa, which is 999 eV/nm³. The thermal energy is 0.02585 eV, and the density of states for one spin at that energy is 0.0900 eV⁻¹ nm⁻³. Hence

\[
\frac{D^2k_BT}{\rho v^2}\,g=\frac{64\times0.02585}{999}\times0.0900\ \text{eV}=1.49\times10^{-4}\ \text{eV}.
\]

Multiplication by \(2\pi\) and division by \(\hbar=6.582\times10^{-16}\) eV s give

\[
\frac1{\tau_T}=1.42\times10^{12}\ \text{s}^{-1},\qquad \tau_T=0.703\ \text{ps}.
\]

The averaged time is \(0.752\times0.703\) ps \(=0.529\) ps. The mobility is

\[
\mu=\frac{1.602\times10^{-19}\times0.529\times10^{-12}}{0.30\times9.109\times10^{-31}}\ \text{m}^2/(\text{V s})=0.31\ \text{m}^2/(\text{V s}),
\]

or about 3100 cm²/(V s).

An electron with \(E=k_BT\) moves at \(1.741\times10^5\) m/s, so the mean free path is

\[
\ell=1.741\times10^5\times0.703\times10^{-12}\ \text{m}=122\ \text{nm}.
\]

With the mean speed \(1.965\times10^5\) m/s, the second expression for the mobility gives

\[
\mu=\frac{122\times10^{-9}\times1.965\times10^5}{3\times0.02585}\ \text{m}^2/(\text{V s})=0.31\ \text{m}^2/(\text{V s}).
\]

The wavevector at \(E=k_BT\) is 0.451 nm⁻¹, so \(k\ell\approx0.451\times122\approx55\). The electron passes through about nine wavelengths between collisions, and \(k\ell\gg1\), as the Boltzmann description needs. The phonon that reverses this electron has energy 4.75 meV, which is 0.18 of \(k_BT\). That ratio is not tiny, and its effect on the mobility needs to be found.

### (h) How much does the phonon energy matter?

**Find the leading correction to the mobility in \(\varepsilon\), and say how it changes the temperature law.**

With inelastic scattering, electrons arrive from other energies, and the relaxation time of part (e) is no longer a solution. Replace \(w\tau\) in \(f_1\) by an unknown length \(\lambda(k)\):

\[
f_1=-\frac{eF}{k_BT}f_0\,\lambda(k)\cos\theta .
\]

In equilibrium each process is balanced by its reverse, \(f_0(k)W(\mathbf k,\mathbf k')=f_0(k')W(\mathbf k',\mathbf k)\). Using this in the incoming term of the Boltzmann equation, and averaging over azimuth as before, gives

\[
(L\lambda)(k)\equiv\sum_{\mathbf k'}W(\mathbf k,\mathbf k')\left[\lambda(k)-\lambda(k')\cos\Theta\right]=w,\qquad
\mu=\frac e{3k_BT}\langle w\lambda\rangle .
\]

The balance condition also makes \(L\) symmetric: \(\langle\psi L\lambda\rangle=\langle\lambda L\psi\rangle\) for any two functions \(\psi(k)\) and \(\lambda(k)\), since exchanging \(\mathbf k\) and \(\mathbf k'\) leaves \(f_0W\cos\Theta\) unchanged in the double sum.

Let \(L_0\) be the elastic operator. Its solution is the constant \(\ell\), so \(L_0\ell=w\). Write \(L=L_0+\delta L\) and \(\lambda=\ell+\lambda_1\). To first order \(L_0\lambda_1=-\delta L\,\ell\), and symmetry gives

\[
\langle w\lambda_1\rangle=\langle(L_0\ell)\lambda_1\rangle=\langle\ell L_0\lambda_1\rangle=-\langle\ell\,\delta L\,\ell\rangle .
\]

Acting on a constant, \(L\) gives \(\ell R(k)\) with \(R=\sum_{\mathbf k'}W(1-\cos\Theta)\), and its elastic value is \(R_0=w/\ell\). Let \(\mu_0\) be the elastic mobility of part (f). Dividing by \(\langle w\ell\rangle=\ell^2\langle R_0\rangle\), we find

\[
\frac\mu{\mu_0}\approx1-\frac{\langle R-R_0\rangle}{\langle R_0\rangle}.
\]

To find \(R\), do the angular integral in the golden rule first. As a function of \(\cos\alpha\), the energy in the delta function has slope \(\pm\hbar^2kq/m\), so the integral over directions of \(\mathbf q\) gives \(2\pi m/(\hbar^2kq)\). This factor \(1/q\) multiplies \(q^2\,dq\) from the volume element and \(q\) times the occupation from \(|M|^2\). The integrand is therefore \(q^2N_q(1-\cos\Theta)\) for absorption, with \(N_q+1\) in place of \(N_q\) for emission.

Set \(p=q/k\), \(y=s/k\) and \(\delta=\hbar vk/k_BT\). By part (b), the occupations are

\[
\frac1{\delta p}\left(1\mp\frac{\delta p}2+\frac{\delta^2p^2}{12}\right),
\]

with the upper sign for absorption. Conservation of energy gives \(r^2=(k'/k)^2=1\pm2yp\). The triangle formed by \(\mathbf k\), \(\mathbf k'\) and \(\mathbf q\) gives

\[
\cos\Theta=\frac{1+r^2-p^2}{2r}=\frac{1\pm yp-p^2/2}{r},\qquad
\frac1r=1\mp yp+\tfrac32y^2p^2+\dots
\]

Multiplying out to second order in \(y\),

\[
1-\cos\Theta=\frac{p^2}2\mp\frac{yp^3}2-\frac{y^2p^2}2+\frac{3y^2p^4}4 .
\]

The absorption integral is thus proportional to

\[
G(y,\delta)=\int_0^{2+2y}p\left(1-\frac{\delta p}2+\frac{\delta^2p^2}{12}\right)\left(\frac{p^2}2-\frac{yp^3}2-\frac{y^2p^2}2+\frac{3y^2p^4}4\right)dp .
\]

Emission gives \(G(-y,-\delta)\). In the sum all terms of first order cancel, and the correction begins at second order. The second-order terms of \(G\) are as follows.

- The product \(p\cdot p^2/2\) integrates to \(2(1+y)^4\), which contributes \(12y^2\).
- The term \(-yp^4/2\) integrates to \(-\tfrac{16}5y(1+y)^5\), which contributes \(-16y^2\).
- The two terms with explicit \(y^2\) contribute \(-2y^2\) and \(+8y^2\).
- The term \(-\delta p^4/4\) integrates to \(-\tfrac85\delta(1+y)^5\), which contributes \(-8\delta y\).
- The term \(+\delta yp^5/4\) contributes \(+\tfrac83\delta y\), and \(\delta^2p^5/24\) contributes \(\tfrac49\delta^2\).

The zeroth-order value is \(G=2\). Hence

\[
\frac R{R_0}=\frac{G(y,\delta)+G(-y,-\delta)}4=1+y^2-\frac83y\delta+\frac29\delta^2 .
\]

From the definitions, \(\delta=2yx\) and \(y^2=\varepsilon/x\), so

\[
\frac R{R_0}=1+\varepsilon\left(\frac1x-\frac{16}3+\frac{8x}9\right).
\]

The average has weight \(\sqrt x\,e^{-x}\) times \(R_0\propto\sqrt x\), that is \(xe^{-x}\). With this weight the means of \(1/x\), \(1\) and \(x\) are 1, 1 and 2. The bracket averages to \(1-\tfrac{16}3+\tfrac{16}9=-\tfrac{23}9\), and

\[
\boxed{\mu\approx\mu_0\left(1+\frac{23}9\,\varepsilon\right)}
\]

The expansion in \(y\) fails for \(x\lesssim\varepsilon\), but the weight \(x\,dx\) of that region is of order \(\varepsilon^2\), so the first-order coefficient is unaffected. The remainder is \(\varepsilon^2\) times a factor that grows slowly as \(\varepsilon\) decreases, from about 6 at \(\varepsilon=0.02\) to about 8 at \(\varepsilon=0.002\).

In the example \(mv^2/2=0.0546\) meV, so at 300 K \(\varepsilon=0.0546/25.85=0.0021\), and the predicted increase is 0.54 percent. A numerical solution of \(L\lambda=w\) with the full Bose occupations gives \(\mu/\mu_0=1.0054\). At 100 K the prediction is 1.016 and the numerical value is 1.0165. At 10 K they are 1.16 and 1.19, and terms beyond the first are visible.

Since \(\varepsilon\propto1/T\), the correction steepens the law. To leading order the local exponent is

\[
\frac{d\ln\mu}{d\ln T}\approx-\frac32-\frac{23}9\varepsilon .
\]

This gives \(-1.505\) at 300 K, in agreement with the numerical solution. At 10 K the numerical exponent is \(-1.68\). In this model \(T^{-3/2}\) is therefore a high-temperature law, approached as \(k_BT\) becomes large compared with \(mv^2/2\).

### (i) What changes in a degenerate gas?

**Keep the elastic rate, but let the carriers obey Fermi statistics at fixed density. Find the temperature dependence when the Fermi energy \(E_F\) is much larger than \(k_BT\).**

For elastic scattering \(W\) is symmetric, and the exclusion factors drop out of the net flow between two states:

\[
f(\mathbf k')[1-f(\mathbf k)]-f(\mathbf k)[1-f(\mathbf k')]=f(\mathbf k')-f(\mathbf k).
\]

The solution of part (e) remains valid with \(f_0/k_BT\) replaced by \(-\partial f_0/\partial E\). The density is proportional to \(\int\sqrt E\,f_0\,dE\), and integration by parts gives

\[
\int_0^\infty\sqrt E\,f_0\,dE=\frac23\int_0^\infty E^{3/2}\left(-\frac{\partial f_0}{\partial E}\right)dE .
\]

The factor \(\tfrac23\) cancels the one in \(w_z^2\to2E/(3m)\), so

\[
\mu=\frac em\,\frac{\int_0^\infty E^{3/2}\tau\,(-\partial f_0/\partial E)\,dE}{\int_0^\infty E^{3/2}(-\partial f_0/\partial E)\,dE}.
\]

When \(E_F\gg k_BT\), the derivative is a narrow peak at \(E_F\), and

\[
\mu\approx\frac{e\,\tau(E_F)}m\propto\frac1{T\sqrt{E_F}} .
\]

The density fixes \(E_F\), so \(\mu\propto T^{-1}\). The strain still supplies its factor \(1/T\), but the carriers that conduct no longer gain energy on heating, and the factor \(T^{-1/2}\) from the final states is lost. Fermi averages at fixed density give an exponent of \(-1.004\) for \(E_F=20\,k_BT\), and \(-1.500\) for a dilute gas.

These averages use the elastic rate. For the parameters of part (g), the largest phonon energy at \(E_F=20\,k_BT\) would be \(\sqrt{20}\times0.184\approx0.82\) of \(k_BT\), since it grows with the Fermi wavevector. This is a small part of the electron energy, but in a degenerate gas the occupation changes within about \(k_BT\) of \(E_F\), so the phonon energy must be small compared with \(k_BT\) for the elastic treatment to hold. That condition is much less well satisfied here than in the dilute gas. With the phonon energies, Bose occupations and exclusion factors kept, the linearized equation for these parameters at 300 K gives a mobility 4 percent above the elastic value and an exponent of \(-1.08\) instead of \(-1.004\). This Fermi energy, 0.52 eV, corresponds to about \(2.8\times10^{20}\) carriers per cm³. At such a density screening, impurity scattering and departures from a parabolic band, all left out here, would also have to be considered.

The \(T^{-3/2}\) law derived here rests on several conditions together: a field weak enough that the drift velocity \(\mu F\) stays well below the sound speed, which for part (g) means \(F\) well below \(v/\mu\approx260\) V/cm, since stronger fields heat the carriers; nondegenerate carriers in a three-dimensional, isotropic parabolic band, \(k_BT\gg mv^2/2\), material parameters that do not vary with temperature, and no appreciable scattering by impurities, optical phonons or transfer between valleys. In polar crystals without an inversion center, acoustic phonons also scatter through piezoelectric fields, which alone give \(\mu\propto T^{-1/2}\) and can outweigh the deformation potential at low temperature. The further values behind these comparisons are in the numerical output.

## Numbers as computed

```
effective mass: 0.30 electron masses
deformation potential: 8.0 eV
mass density: 2500 kg/m^3
longitudinal sound speed: 8000 m/s
temperature: 300 K
elastic constant rho v^2: 160.0 GPa
thermal energy kT: 25.852 meV
wavevector at E=kT: 0.4512 nm^-1
carrier speed at E=kT: 1.7411e+05 m/s
phonon energy at q=2k: 4.752 meV
phonon energy / kT: 0.1838
m v^2/2 (v = sound): 0.0546 meV
one-spin DOS at E=kT: 0.08999 eV^-1 nm^-3
elastic rate at E=kT: 1.4232e+12 s^-1
tau at E=kT: 0.7026 ps
average factor: 0.75225
averaged tau: 0.5286 ps
mean free path: 122.33 nm
mean thermal speed: 1.9646e+05 m/s
mobility: 0.3099 m^2/(V s)
mobility: 3099 cm^2/(V s)
oscillator test, hbar omega/kT: 0.50
oscillator transition sum: 2.04149
Bose value N+1/2: 2.04149
equipartition value kT/(hbar omega): 2.00000
chain strain / equipartition: 0.99920
counted DOS / formula: 0.99762
state sum / elastic rate (total, momentum loss):
  E=kT, T=300 K: 0.9948, 0.9931
  E=3kT, T=200 K: 0.9944, 0.9913
T (K), closed mobility (m^2/(V s)), inelastic/closed, exponent:
  10, 50.9193, 1.1853, -1.6763
  30, 9.7994, 1.0567, -1.5560
  100, 1.6102, 1.0165, -1.5164
  300, 0.3099, 1.0054, -1.5054
  600, 0.1096, 1.0027, -1.5027
fixed-density exponent, dilute: -1.4999
degenerate case, Fermi energy / kT: 20
fixed-density exponent, degenerate: -1.0042
```
